# Mean-field transition temperature of pseudospins with tunnelling

## Problem

In a hydrogen-bonded ferroelectric each proton can sit on one of two sides of its bond. Describe the two positions by a pseudospin, with $\sigma^z=+1$ for one side and $\sigma^z=-1$ for the other. The proton can tunnel between them, and the pseudospins are coupled:

$$
H=-\Gamma\sum_i\sigma^x_i-\frac12\sum_{i\neq j}J_{ij}\,\sigma^z_i\sigma^z_j ,\qquad J=\sum_j J_{ij}>0 .
$$

The $\sigma$ are Pauli matrices, with eigenvalues $\pm1$. All energies are divided by Boltzmann's constant and given in kelvin. All sites are equivalent, and the order, if there is any, is uniform: $\langle\sigma^z_i\rangle=m$.

The tunnelling field is $\Gamma=100$ K and the total coupling is $J=200$ K. At what temperature does ferroelectric order set in according to mean-field theory, and how does this compare with the same model without tunnelling?

## A tempting solution

In mean field, the neighbours of a pseudospin act on it as a field $Jm$ along $z$. The tunnelling field points along $x$ and has no $z$ component, so it seems unable to help or hinder a small moment along $z$. A two-state pseudospin in a field $Jm$ has the thermal average

$$
m=\tanh\frac{Jm}{T}.
$$

Close to the transition $m$ is small, so $\tanh(Jm/T)\approx Jm/T$, and a nonzero $m$ requires $1=J/T$. The transition would lie at $T=J=200$ K, with or without tunnelling. On this view tunnelling tilts the pseudospins at low temperature but leaves the transition where it was.

## Where it fails

The faulty step is the use of $1/T$ as the response of a pseudospin to a weak field along $z$. That is the response of a pseudospin with no other field on it. Here the field $\Gamma$ is present, and it does not become small at the transition. It is $Jm$ that becomes small.

To find the true response, take one pseudospin with Hamiltonian $-\Gamma\sigma^x-h\sigma^z$ and treat $h$ as a perturbation. For $h=0$ the eigenstates are $|+\rangle$ and $|-\rangle$, with $\sigma^x=\pm1$ and energies $-\Gamma$ and $+\Gamma$. The operator $\sigma^z$ exchanges them: $\sigma^z|\pm\rangle=|\mp\rangle$. Neither state has a moment along $z$, and neither energy shifts to first order in $h$. The field acts by mixing the states. To first order the lower one becomes

$$
|+\rangle+\frac{\langle-|(-h\sigma^z)|+\rangle}{-\Gamma-\Gamma}\,|-\rangle
=|+\rangle+\frac{h}{2\Gamma}\,|-\rangle .
$$

Its moment is twice the mixing coefficient, $+h/\Gamma$. In the same way the upper state acquires $-h/\Gamma$. The two moments oppose each other, so the thermal average contains the difference of the populations, which is $\tanh(\Gamma/T)$:

$$
\langle\sigma^z\rangle=\chi h,\qquad \chi=\frac{\tanh(\Gamma/T)}{\Gamma}.
$$

Since $\tanh u<u$ for $u>0$, $\chi$ is smaller than $1/T$. The two agree only in the limit $\Gamma\ll T$. A field perpendicular to $z$ therefore does weaken the response along $z$.

The difference decides the matter at 190 K. A small moment $m$ produces a field $Jm$, which in turn produces a moment $J\chi m$, so order can grow from small $m$ only if $J\chi>1$. The tempting solution takes $J/T=200/190\approx1.05$ and predicts order. The correct response uses $\tanh(100/190)=0.4826$, so that

$$
J\chi=\frac{200}{100}\times0.4826\approx0.965<1 ,
$$

and a small moment dies away.

## The right solution

### Free energy of a product state

The linear argument shows when the disordered state becomes unstable. It does not exclude a jump to a large $m$ at some higher temperature. For that the full mean-field free energy is needed.

Give every site the same density matrix $\rho=\tfrac12(1+x\sigma^x+m\sigma^z)$, with $x=\langle\sigma^x\rangle$, $m=\langle\sigma^z\rangle$ and $r=\sqrt{x^2+m^2}\le1$. A component along $y$ would gain no energy and would reduce the entropy, so it is zero. The eigenvalues of $\rho$ are $(1\pm r)/2$. In a product state $\langle\sigma^z_i\sigma^z_j\rangle=m^2$ for $i\ne j$, and the double sum gives $Jm^2/2$ per site. The free energy per site is

$$
F(x,m)=-\Gamma x-\frac J2m^2-T s(r),\qquad
s(r)=-\sum_{\pm}\frac{1\pm r}{2}\ln\frac{1\pm r}{2}.
$$

By the Gibbs–Bogoliubov inequality $F$ is not below the true free energy per site, so the best product state is the one that minimises $F$.

### Stationary states

Differentiating the entropy, the constant terms cancel and

$$
\frac{ds}{dr}=-\frac12\ln\frac{1+r}{1-r}=-\operatorname{artanh}r .
$$

With $\partial r/\partial x=x/r$ and $\partial r/\partial m=m/r$, the conditions $\partial F/\partial x=0$ and $\partial F/\partial m=0$ read

$$
\lambda x=\Gamma,\qquad \lambda m=Jm,\qquad \lambda\equiv\frac{T\operatorname{artanh}r}{r}.
$$

Square and add them. The left side gives $\lambda^2r^2$, and the right side gives $\Gamma^2+J^2m^2\equiv E^2$. Hence $\lambda r=E$, which means $T\operatorname{artanh}r=E$, or $r=\tanh(E/T)$. Inserting $\lambda=E/r$,

$$
x=\frac{\Gamma}{E}\tanh\frac ET,\qquad
m=\frac{Jm}{E}\tanh\frac ET,\qquad E=\sqrt{\Gamma^2+J^2m^2}.
$$

This is a pseudospin aligned with the total field $(\Gamma,Jm)$, not with its $z$ component alone. For small $m$, $E\to\Gamma$ and the second equation becomes $m=J\chi m$, with the $\chi$ found above.

### Which solution is the minimum

The energy term can be written as a minimum over an auxiliary variable $\mu$:

$$
-\frac J2m^2=\min_\mu\left(\frac J2\mu^2-J\mu m\right),
$$

because the bracket is smallest at $\mu=m$. For fixed $\mu$, what remains to be minimised over $x$ and $m$ is the free energy of a single pseudospin in the field $(\Gamma,J\mu)$. Its levels are $\pm E$, so its free energy is $-T\ln[2\cosh(E/T)]$. The minimum of $F$ is therefore the minimum over $\mu$ of

$$
f(\mu)=\frac J2\mu^2-T\ln\left[2\cosh\frac ET\right],\qquad E=\sqrt{\Gamma^2+J^2\mu^2}.
$$

Since $dE/d\mu=J^2\mu/E$,

$$
f'(\mu)=J\mu\left[1-J\,\frac{\tanh(E/T)}{E}\right].
$$

The function $\tanh(E/T)/E$ falls as $E$ grows. With $u=E/T$,

$$
\frac{d}{du}\frac{\tanh u}{u}=\frac{2u-\sinh2u}{2u^2\cosh^2u}<0\quad(u>0),
$$

because $\sinh 2u>2u$. The bracket in $f'$ therefore rises steadily with $\mu>0$ and tends to 1. There are two cases.

- If $J\tanh(\Gamma/T)/\Gamma\le1$, the bracket is positive for every $\mu>0$. Then $f$ rises from $\mu=0$, and the disordered state is the minimum.
- If $J\tanh(\Gamma/T)/\Gamma>1$, the bracket is negative at first and changes sign once. Then $f$ has one minimum at positive $\mu$, and its mirror image at negative $\mu$. The state is ordered.

At the boundary the ordered minimum merges with $\mu=0$. The transition is continuous, and no jump precedes it.

### The transition temperature

As $T$ rises from zero, $J\tanh(\Gamma/T)/\Gamma$ falls steadily from $J/\Gamma$ to zero. For $0<\Gamma<J$ it passes through 1 once, where $\tanh(\Gamma/T_c)=\Gamma/J$. Thus

$$
T_c=\frac{\Gamma}{\operatorname{artanh}(\Gamma/J)}
=\frac{2\Gamma}{\ln\dfrac{J+\Gamma}{J-\Gamma}} .
$$

For the given values $\Gamma/J=0.5$ and $\operatorname{artanh}0.5=\tfrac12\ln3=0.5493$, so

$$
T_c=\frac{100\ \text{K}}{0.5493}=182\ \text{K},\qquad k_BT_c=15.7\ \text{meV}.
$$

Without tunnelling, $\chi=1/T$ and $T_c=J=200$ K. At fixed $J$, tunnelling lowers the mean-field transition by 18 K, or 9 % of the classical value.

## Limits and the convention for the numbers

For weak tunnelling put $a=\Gamma/J$ and use $\operatorname{artanh}a=a+a^3/3+\dots$:

$$
T_c=\frac{J}{1+a^2/3+\dots}\approx J\left(1-\frac{\Gamma^2}{3J^2}\right).
$$

The shift is quadratic in $\Gamma$. Here the approximation gives $200\,(1-1/12)=183.3$ K, close to the full result although $a$ is not very small.

In the opposite limit, $\Gamma\to J$ from below, the logarithm grows without bound and $T_c\to0$. For $\Gamma\ge J$, $\tanh(\Gamma/T)<1\le\Gamma/J$ at every $T>0$, and the mean-field model has no ordered phase there.

The meaning of the two numbers matters for this reason. If 100 K and 200 K multiplied spin-½ operators $S=\sigma/2$, the first term would acquire a factor $\tfrac12$ and the second a factor $\tfrac14$. The Hamiltonian above would then have $\Gamma=50$ K and $J=50$ K, and there would be no transition at $T>0$. In the Pauli convention used here, $\Gamma$ is half the tunnel splitting, since the levels of an isolated pseudospin are $\pm\Gamma$.

## How the order disappears

In the ordered phase $m\ne0$, so $\lambda m=Jm$ gives $\lambda=J$. Then $\lambda x=\Gamma$ fixes $x=\Gamma/J$ at all temperatures below $T_c$, and $E=\lambda r=Jr$. The remaining equations are

$$
r=\tanh\frac{Jr}{T},\qquad m^2=r^2-\left(\frac{\Gamma}{J}\right)^2 .
$$

The length $r$ obeys the equation that the order parameter obeys without tunnelling. With tunnelling, part of this length is taken up by $x$. Order ends when $r$ has fallen to $\Gamma/J=0.5$, whereas classically it lasts until $r=0$. That is the origin of the lower $T_c$ in this model.

At $T=0$, $r=1$ and $m=\sqrt{1-0.25}=0.866$. At 150 K, $r=0.7755$ and

$$
m=\sqrt{0.7755^2-0.5^2}=0.593 .
$$

Direct numerical minimisation of $F(x,m)$ at 150 K gives the same $m$ and $x=0.500$. At 190 K it gives $m=0$, in agreement with the instability argument.

Just below $T_c$ the order grows as a square root. Differentiate $T\operatorname{artanh}r=Jr$ with respect to $T$ and solve for the slope:

$$
\frac{dr}{dT}=\frac{\operatorname{artanh}r}{J-T/(1-r^2)} .
$$

At $T_c$, $r=0.5$ and the slope is $0.5493/(200-182.05/0.75)\approx-0.0129$ per kelvin. To leading order $m^2\approx2r\,|dr/dT|\,(T_c-T)$, so

$$
m\approx\sqrt{0.0129\,(T_c-T)/\text{K}} .
$$

At 150 K, 32 K below the transition, this gives 0.64, about 8 % above the full mean-field value of 0.593. The square root is a law for the neighbourhood of $T_c$.

## A check that does not use the mean-field equation

Mean field becomes exact for a large system in which every pseudospin is coupled equally to all others, because the field on each one is $J$ times an average over all the others. For a given sign of the order, the fluctuations of this average vanish as the system grows. For $N$ pseudospins with pair coupling $J/N$, the Hamiltonian can be diagonalised numerically for each total spin. Let $M=\sum_i\sigma^z_i$ and consider the ratio $\langle M^2\rangle^2/\langle M^4\rangle$. For large $N$ it tends to 1 in the ordered phase, where $M$ is close to $\pm Nm$, and to $1/3$ in the disordered phase, where $M$ is Gaussian. Curves for two sizes cross near the transition.

The crossing lies at 176.65 K for $N=50$ and 100, and at 179.35 K for $N=100$ and 200. If the remaining displacement is proportional to $1/N$, doubling the sizes halves it, and the limit is twice the second value minus the first: 182.0 K. The $1/N$ law is an assumption of this extrapolation. The result agrees with the formula and is far from 200 K.

## Beside a real crystal

The parameters are round numbers. They are of the same order as the transition temperature of potassium dihydrogen phosphate, which is roughly 120 K, or roughly 220 K when deuterated, but they are not a fit to that crystal. If deuterons did not tunnel and $J$ stayed at 220 K, tunnelling alone would need $\Gamma=206$ K to bring the mean-field $T_c$ down to 120 K, about twice the value used here. Deuteration also changes the bond geometry, and with it $J$, so 206 K is not a measurement of $\Gamma$.

The assumption that moves the number most, among those estimated here, is the neglect of correlations between neighbours. A Bethe–Peierls estimate treats one pseudospin and six neighbours together, each bond carrying $J/6$, and represents the rest of the crystal by a field on the neighbours. It gives 164 K without tunnelling and 144 K with it. The second value is 38 K below the mean-field result, a larger change than the 18 K due to tunnelling. This estimate still omits bonds among the neighbours and the rule that favours two protons close to each phosphate group, so 144 K is not a prediction for the crystal. If the six neighbours form two triangles with the same bonds $J/6$, the estimate drops by about a further 18 K. Higher proton levels are hardly occupied: for a rough gap of 100 meV the Boltzmann factor at 182 K is 0.0017. They still matter, because the field mixes them into the two lowest levels and so adds to $\chi$ even when they are empty. For a quartic double well with this splitting and gap, and a coupling bilinear in the proton displacement, this raises the mean-field $T_c$ by roughly 10 K, less than the effect of correlations but not small beside the 18 K due to tunnelling. Coupling to the lattice, not sized here, can make the transition discontinuous. The transition of the real crystal at ambient pressure is weakly first order, so the continuous onset and the square-root law above belong to the model. The numerical output lists the rough inputs used.

## Calculated quantities

```
tunnelling field Gamma = 100 K
total coupling J = classical Tc = 200 K
ratio Gamma/J = 0.500 (no unit)
artanh(Gamma/J) = 0.54931 (no unit)
mean-field Tc = 182.05 K
mean-field kB*Tc = 15.69 meV
lowering from classical Tc = 17.95 K
relative lowering = 8.98 %
Tc from small-Gamma expansion = 183.33 K
order parameter m at 0 K = 0.8660 (no unit)
temperature of ordered test = 150 K
  spin length r there = 0.7755 (no unit)
  m from r and Gamma/J = 0.5928 (no unit)
  m by direct minimisation = 0.5928 (no unit)
  <sx> by direct minimisation = 0.5000 (no unit)
temperature of disordered test = 190 K
  m by direct minimisation = 0.0000 (no unit)
  <sx> by direct minimisation = 0.4826 (no unit)
spin-1/2 reading: Gamma = 50 K, J = 50 K
crossing for N = 50 and 100: 176.65 K
crossing for N = 100 and 200: 179.35 K
crossings extrapolated in 1/N = 182.04 K
neighbours in star estimate = 6
star Tc without tunnelling = 164.4 K
closed Bethe Tc without tunnelling = 164.4 K
star Tc with tunnelling = 144.2 K
fluctuation lowering of Tc = 37.9 K
rough gap to higher proton levels = 100 meV
Boltzmann factor of that gap at Tc = 0.0017 (no unit)
rough Tc, hydrogen crystal = 120 K
rough Tc, deuterated crystal = 220 K
Gamma needed if tunnelling alone = 206 K
```
